**Loss of a Neel-vector minimum in a staggered field**

The program tests that the minimum of E(phi) = (K/4) sin²(2 phi) − h sin(phi) which starts at phi = 0 disappears at h_c = 4K/(3√6) = 0.544 K, at an angle of 24.09 degrees. Here phi is the angle of the Neel vector from an easy axis, K is the fourfold anisotropy energy and h = 2mB is the energy of two sublattice moments m in a staggered field B. A scan of sampled energies, which does not use the formula, finds the same threshold, and the program asserts agreement within 1e-6 K. It also asserts that the curvature at fixed phi = 0 stays at 2K for the fields tried, and that the extremes of the energy obey h/K = 2 sin(phi) − 4 sin³(phi). The rotor equation used for sudden fields is compared with the full two-sublattice equations, and the largest difference in angle is 3.6e-7 rad. For a sudden field the threshold is 0.385 K without damping, 0.502 K at damping 0.001 and 0.544 K at damping 0.01. For a grain with rough Mn2Au-like inputs the output gives a threshold of 2.35 mT, lowered to 1.62 mT by thermal escape during a 10 ns pulse at 300 kelvin.

## Numerical check

```python
"""
Result under test: the energy per formula unit
    E(phi) = (K/4) sin(2 phi)^2 - h sin(phi)
has a local minimum that starts at phi = 0 for h = 0 and disappears at
    h_c = 4 K / (3 sqrt(6)),  sin(phi_c) = 1/sqrt(6).
phi: angle of the Neel vector from an easy axis; K: fourfold anisotropy energy;
h = 2 m B: staggered field energy for two sublattices of moment m in field B.
The program also sizes inertia, thermal escape, non-uniform rotation and
Joule heating for a film grain in the regime of Mn2Au (rough inputs).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def energy(phi, h):
    """Energy in units of K, with h also in units of K."""
    return 0.25 * np.sin(2 * phi) ** 2 - h * np.sin(phi)


def slope(phi, h):
    return 0.5 * np.sin(4 * phi) - h * np.cos(phi)


hc = 4 / (3 * np.sqrt(6))
phic = np.arcsin(1 / np.sqrt(6))

# Threshold found only from sampled energies: does an interior minimum exist?
grid = np.linspace(0, np.pi / 2, 20001)


def has_minimum(h):
    change = np.diff(energy(grid, h))
    return bool(np.any((change[:-1] < 0) & (change[1:] > 0)))


low, high = 0.1, 1.0
assert has_minimum(low) and not has_minimum(high)
for _ in range(40):
    middle = (low + high) / 2
    if has_minimum(middle):
        low = middle
    else:
        high = middle
hc_scan = (low + high) / 2
assert abs(hc_scan - hc) < 1e-6

# Slope formula, and curvature at the fixed angle zero, by finite differences.
step = 1e-4
for angle in (0.0, 0.3, 0.9, 1.4):
    numeric = (energy(angle + step, 0.4) - energy(angle - step, 0.4)) / (2 * step)
    assert abs(numeric - slope(angle, 0.4)) < 1e-6


def curvature(phi, h):
    return (energy(phi + step, h) - 2 * energy(phi, h)
            + energy(phi - step, h)) / step ** 2


for h in (0.0, 0.5, 2.0):
    assert abs(curvature(0.0, h) - 2) < 1e-5
assert abs(curvature(phic, hc)) < 1e-5


def stationary(h):
    """Angles of the minimum and of the maximum for 0 < h < hc."""
    return (brentq(slope, 0, phic, args=(h,), xtol=1e-14),
            brentq(slope, phic, np.pi / 4 + 0.01, args=(h,), xtol=1e-14))


def barrier(h):
    bottom, top = stationary(h)
    return energy(top, h) - energy(bottom, h)


# Extremes of the energy itself must obey h/K = 2 s - 4 s^3.
for h in (0.1, 0.3, 0.5):
    bottom = minimize_scalar(energy, bounds=(0, phic), args=(h,),
                             method="bounded", options={"xatol": 1e-10}).x
    top = minimize_scalar(lambda p: -energy(p, h), bounds=(phic, np.pi / 4),
                          method="bounded", options={"xatol": 1e-10}).x
    for angle in (bottom, top):
        s = np.sin(angle)
        assert abs(2 * s - 4 * s ** 3 - h) < 1e-6
assert abs(stationary(1e-3)[0] / (1e-3 / 2) - 1) < 1e-4
assert np.all(np.diff(energy(grid, 1.001 * hc)) < 0)
assert curvature(np.pi / 2, 0.0) > 0

# Example inputs: rough material values and chosen device sizes.
eV = const.e
muB = const.physical_constants["Bohr magneton"][0]
gamma = const.physical_constants["electron gyromag. ratio"][0]
K = 2e-6 * eV
moment = 4 * muB
cell_nm3 = 0.047
side_nm, thick_nm = 100.0, 10.0
temperature = 300.0
pulse = 10e-9
attempt = 10e-12
field_per_j = 2e-3 / 1e7        # T per (A/cm2)
exchange_field = 1000.0         # T
stiffness = 10e-12              # J/m
resistivity = 2e-7              # ohm m
heat_capacity = 3e6             # J/(m3 K)

Bc = hc * K / (2 * moment)
jc = Bc / field_per_j

# Rotor equation against the full damped two-sublattice equations of motion.
inertia = moment / (gamma ** 2 * exchange_field)


def sublattice_motion(t, y, alpha, B):
    n = y.reshape(2, 3)
    result = []
    for i, sign in ((0, 1), (1, -1)):
        a = n[i]
        field = -exchange_field * n[1 - i]
        field = field - K / moment * np.array(
            [a[0] * a[1] ** 2, a[0] ** 2 * a[1], 0.0])
        field[1] += sign * B
        torque = np.cross(a, field)
        result.append(-gamma / (1 + alpha ** 2)
                      * (torque + alpha * np.cross(a, torque)))
    return np.concatenate(result)


def rotor_motion(t, y, alpha, h):
    drag = 2 * alpha * moment / gamma
    return [y[1], (-K * slope(y[0], h) - drag * y[1]) / inertia]


# The overdamped case moves slowly and is followed for a longer time.
rotor_error = 0.0
for alpha, duration in ((0.001, 3e-12), (0.01, 12e-12)):
    h = 0.5
    B = h * K / (2 * moment)
    times = np.linspace(0, duration, 31)
    full = solve_ivp(sublattice_motion, (0, duration), [1, 0, 0, -1, 0, 0],
                     args=(alpha, B), method="DOP853", t_eval=times,
                     rtol=1e-9, atol=1e-12)
    reduced = solve_ivp(rotor_motion, (0, duration), [0, 0], args=(alpha, h),
                        method="DOP853", t_eval=times, rtol=1e-9,
                        atol=[1e-11, 1.0])
    assert full.success and reduced.success
    neel = full.y[:3] - full.y[3:]
    angle = np.unwrap(np.arctan2(neel[1], neel[0]))
    assert angle[-1] > 0.1
    rotor_error = max(rotor_error, np.max(np.abs(angle - reduced.y[0])))
assert rotor_error < 2e-3


# Threshold for a field switched on suddenly; time unit is sqrt(inertia/K).
def passed(t, y, h, drag):
    return y[0] - np.pi / 3


passed.terminal = True
passed.direction = 1


def sudden_threshold(drag, duration):
    low, high = 0.3, 0.6
    for _ in range(16):
        h = (low + high) / 2
        run = solve_ivp(lambda t, y, h, drag:
                        [y[1], -slope(y[0], h) - drag * y[1]],
                        (0, duration), [0, 0], args=(h, drag), events=passed,
                        method="LSODA", rtol=1e-9, atol=1e-11)
        assert run.success
        if len(run.t_events[0]):
            high = h
        else:
            low = h
    return (low + high) / 2


def scaled_drag(alpha):
    return 2 * alpha * moment / gamma / np.sqrt(inertia * K)


sudden_free = sudden_threshold(0.0, 60)
sudden_weak = sudden_threshold(scaled_drag(0.001), 300)
sudden_strong = sudden_threshold(scaled_drag(0.01), 3000)
hc_free = 2 / (3 * np.sqrt(3))
assert abs(sudden_free - hc_free) < 1e-4
assert sudden_free < sudden_weak < hc
assert abs(sudden_strong - hc) < 1e-3

# Thermal escape of the whole grain.
units = side_nm ** 2 * thick_nm / cell_nm3
kT = const.k * temperature
barrier_zero = units * K * (energy(np.pi / 4, 0) - energy(0, 0))
needed = np.log(pulse / attempt)
h_thermal = brentq(lambda h: units * K * barrier(h) / kT - needed,
                   1e-6, hc * (1 - 1e-6))
assert 0 < h_thermal < hc
retention = attempt * np.exp(barrier_zero / kT) / 2   # two equal exits

# Uniform saddle: count unstable modes of a free-ended discretized line.
K_volume = K / (cell_nm3 * 1e-27)
length_scale = np.sqrt(stiffness / K_volume)
uniform_limit = np.pi * length_scale


def unstable_modes(length):
    cells = 200
    dx = length / cells
    bonds = np.diff(np.eye(cells), axis=0)
    hessian = (2 * stiffness / dx ** 2 * bonds.T @ bonds
               + K_volume * curvature(np.pi / 4, 0) * np.eye(cells))
    return int(np.sum(np.linalg.eigvalsh(hessian) < 0))


assert unstable_modes(0.95 * uniform_limit) == 1
assert unstable_modes(1.05 * uniform_limit) == 2
assert unstable_modes(side_nm * 1e-9) == 1

heating = (jc * 1e4) ** 2 * resistivity * pulse / heat_capacity

print(f"threshold h_c/K, formula: {hc:.6f}")
print(f"threshold h_c/K, energy scan: {hc_scan:.6f}")
print(f"angle at threshold: {np.degrees(phic):.2f} deg")
for h in (0.10, 0.30, 0.50):
    bottom, top = stationary(h)
    print(f"h/K = {h:.2f}: minimum {np.degrees(bottom):.2f} deg, "
          f"maximum {np.degrees(top):.2f} deg, barrier/K {barrier(h):.5f}")
print(f"input K: {K / eV * 1e6:.2f} ueV per formula unit")
print(f"input moment per Mn: {moment / muB:.1f} Bohr magnetons")
print(f"input volume per formula unit: {cell_nm3:.3f} nm^3")
print(f"input grain side: {side_nm:.0f} nm")
print(f"input grain thickness: {thick_nm:.0f} nm")
print(f"input temperature: {temperature:.0f} K")
print(f"input pulse length: {pulse * 1e9:.0f} ns")
print(f"input attempt time: {attempt * 1e12:.0f} ps")
print(f"input field at 1e7 A/cm2: {field_per_j * 1e10:.1f} mT")
print(f"input exchange field: {exchange_field:.0f} T")
print(f"input stiffness A: {stiffness * 1e12:.0f} pJ/m")
print(f"input resistivity: {resistivity * 1e8:.0f} uohm cm")
print(f"input heat capacity: {heat_capacity / 1e6:.1f} J/(cm3 K)")
print(f"threshold energy h_c: {hc * K / eV * 1e6:.3f} ueV per formula unit")
print(f"threshold staggered field: {Bc * 1e3:.3f} mT")
print(f"threshold current density: {jc:.3e} A/cm2")
print(f"rotor vs two-sublattice, largest error: {rotor_error:.1e} rad")
print(f"sudden field, no damping, formula h/K: {hc_free:.4f}")
print(f"sudden field, no damping, motion h/K: {sudden_free:.4f}")
print(f"sudden field, alpha 0.001, h/K: {sudden_weak:.4f}")
print(f"sudden field, alpha 0.01, h/K: {sudden_strong:.4f}")
print(f"formula units in grain: {units:.3e}")
print(f"grain barrier at zero field: {barrier_zero / eV:.3f} eV")
print(f"grain barrier / kT: {barrier_zero / kT:.1f}")
print(f"retention time estimate: {retention / 86400:.0f} days")
print(f"ln(pulse/attempt time): {needed:.2f}")
print(f"thermal switching h/K: {h_thermal:.4f}")
print(f"thermal / cold threshold: {h_thermal / hc:.3f}")
print(f"thermal switching field: {h_thermal * K / (2 * moment) * 1e3:.3f} mT")
print(f"thermal switching current: {jc * h_thermal / hc:.3e} A/cm2")
print(f"anisotropy density K_v: {K_volume / 1e3:.2f} kJ/m3")
print(f"length sqrt(A/K_v): {length_scale * 1e9:.1f} nm")
print(f"largest side for uniform saddle: {uniform_limit * 1e9:.0f} nm")
print(f"Joule rise at cold threshold, no heat loss: {heating:.1f} K")
print("tests ok")
```

It prints:

```
threshold h_c/K, formula: 0.544331
threshold h_c/K, energy scan: 0.544331
angle at threshold: 24.09 deg
h/K = 0.10: minimum 2.88 deg, maximum 42.89 deg, barrier/K 0.18309
h/K = 0.30: minimum 9.08 deg, maximum 37.94 deg, barrier/K 0.07373
h/K = 0.50: minimum 18.00 deg, maximum 30.00 deg, barrier/K 0.00564
input K: 2.00 ueV per formula unit
input moment per Mn: 4.0 Bohr magnetons
input volume per formula unit: 0.047 nm^3
input grain side: 100 nm
input grain thickness: 10 nm
input temperature: 300 K
input pulse length: 10 ns
input attempt time: 10 ps
input field at 1e7 A/cm2: 2.0 mT
input exchange field: 1000 T
input stiffness A: 10 pJ/m
input resistivity: 20 uohm cm
input heat capacity: 3.0 J/(cm3 K)
threshold energy h_c: 1.089 ueV per formula unit
threshold staggered field: 2.351 mT
threshold current density: 1.175e+07 A/cm2
rotor vs two-sublattice, largest error: 3.6e-07 rad
sudden field, no damping, formula h/K: 0.3849
sudden field, no damping, motion h/K: 0.3849
sudden field, alpha 0.001, h/K: 0.5019
sudden field, alpha 0.01, h/K: 0.5443
formula units in grain: 2.128e+06
grain barrier at zero field: 1.064 eV
grain barrier / kT: 41.2
retention time estimate: 43 days
ln(pulse/attempt time): 6.91
thermal switching h/K: 0.3760
thermal / cold threshold: 0.691
thermal switching field: 1.624 mT
thermal switching current: 8.120e+06 A/cm2
anisotropy density K_v: 6.82 kJ/m3
length sqrt(A/K_v): 38.3 nm
largest side for uniform saddle: 120 nm
Joule rise at cold threshold, no heat loss: 9.2 K
tests ok
```
